# Low-bias planar tunnelling: Simmons' conductance and the cone of tunnelling electrons

## 1. What symmetry and dimensions fix

Two identical free-electron metals face each other across a flat vacuum gap of width \(d\). The barrier lies \(\phi\) above the Fermi level, and an electron at the Fermi level moving along the surface normal decays in the gap with the constant

\[
\kappa=\frac{\sqrt{2m\phi}}{\hbar}.
\]

The junction is unchanged by translations along the surface, so the wavevector \(\mathbf k\) parallel to the surface is conserved and labels independent channels. A conductance per area is therefore \(e^2/h\), times a number of channels per area, times a transmission. The number of channels per area has the dimension of a squared wavevector.

Rotational symmetry about the normal makes the decay constant \(q\) a function of \(k^2\). In the vacuum gap \(\kappa\) is the only other wavevector on which \(q\) can depend, so for small \(k\) it has the form \(q\approx\kappa+c\,k^2/\kappa\), where \(c\) is a pure number. The transmission \(e^{-2qd}\) then falls off when \(k^2d/\kappa\) reaches order one, so the channels that matter fill an area of order \(\kappa/d\) in \(\mathbf k\) space. This estimate needs \(\kappa d\gg1\), so that such \(k\) are small compared with \(\kappa\), and \(\kappa/d\ll k_F^2\), so that the metal, with Fermi wavevector \(k_F\), supplies all these channels. Hence

\[
\frac{G}{A}\sim\frac{e^2}{h}\,\frac{\kappa}{d}\,e^{-2\kappa d},
\qquad k_{\rm typical}\sim\sqrt{\kappa/d}.
\]

The first relation is Simmons' low-bias law without its number, and the second is the angular cone. The integration below supplies the number, \(1/2\pi\), and the corrections.

## 2. Model and transmission

The temperature is zero, the image force is left out, and \(e>0\) is the size of the electron charge. The normal is the \(z\) axis. Energies are measured from the band bottom, so that \(E_F=\hbar^2k_F^2/2m\) and the barrier top is at \(E_F+\phi\).

An electron at the Fermi level with parallel wavevector \(k\) has the energy \(E_F-\hbar^2k^2/2m\) left for motion along \(z\). The barrier top exceeds this by \(\phi+\hbar^2k^2/2m\), so

\[
q=\frac{1}{\hbar}\sqrt{2m\left(\phi+\frac{\hbar^2k^2}{2m}\right)}=\sqrt{\kappa^2+k^2}.
\]

This gives \(c=1/2\) in the expansion of part 1. The WKB transmission is \(T=e^{-2S}\), where \(S\) is the integral of the decay constant across the barrier. For a flat barrier \(S=qd\) and

\[
T(k)=e^{-2qd}.
\]

The factor in front of the exponential has been set to one. This is an approximation, examined in part 7.

## 3. From incident flux to conductance

Let the bias \(V\) raise the left Fermi level by \(eV\) relative to the right one. The states have density \(2/(2\pi)^3\) per volume of wavevector space, with the 2 for spin. Electrons from the left contribute \(v_zT f_L(1-f_R)\) and those from the right \(v_zTf_R(1-f_L)\), with the same \(T\) in both directions. The products \(f_Lf_R\) cancel in the difference, and the size of the current density is

\[
J=2e\int_{k_z>0}\frac{d^3k}{(2\pi)^3}\,v_z\,T\,(f_L-f_R).
\]

At fixed \(\mathbf k\), \(v_z=\hbar^{-1}\partial E/\partial k_z\), so \(v_z\,dk_z=dE/\hbar\). With \(1/(2\pi\hbar)=1/h\),

\[
J=\frac{2e}{h}\int\frac{d^2k}{(2\pi)^2}\int dE\;T\,(f_L-f_R).
\]

The velocity has cancelled against the density of states. At zero temperature \(f_L-f_R\) equals one in a window of width \(eV\) and zero outside it. For small \(V\) the transmission is constant across the window, and the energy integral gives \(eV\,T(k)\). Dividing by \(V\),

\[
\frac{G}{A}=\frac{2e^2}{h}\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,e^{-2qd}
=\frac{2e^2}{h}\,\frac{1}{2\pi}\int_0^{k_F}k\,dk\;e^{-2qd}.
\]

The second form uses \(d^2k=2\pi k\,dk\).

## 4. The integral

From \(q^2=\kappa^2+k^2\) follows \(k\,dk=q\,dq\). The limits become \(\kappa\) and \(q_F=\sqrt{\kappa^2+k_F^2}\). Integration by parts gives

\[
\int q\,e^{-2dq}\,dq=-\left(\frac{q}{2d}+\frac{1}{4d^2}\right)e^{-2dq}
=-\frac{P(q)}{4d^2},\qquad P(q)=(1+2qd)\,e^{-2qd}.
\]

The definite integral is therefore \([P(\kappa)-P(q_F)]/4d^2\). Its lower limit contributes

\[
\frac{P(\kappa)}{4d^2}=\frac{\kappa}{2d}\left(1+\frac{1}{2\kappa d}\right)e^{-2\kappa d}.
\]

The factors combine as \(2\cdot\frac{1}{2\pi}\cdot\frac{\kappa}{2d}=\frac{\kappa}{2\pi d}\), so that

\[
\boxed{\;\frac{G}{A}=\frac{e^2}{h}\,\frac{\kappa}{2\pi d}\,e^{-2\kappa d}\left(1+\frac{1}{2\kappa d}\right)\left[1-\frac{P(q_F)}{P(\kappa)}\right]\;}
\]

For \(\kappa d\gg1\) the round bracket tends to one. The square bracket tends to one when \(2d(q_F-\kappa)\gg1\), which means that the transmission has died out before \(k\) reaches the edge of the Fermi disc. What remains is Simmons' formula,

\[
\frac{G}{A}\simeq\frac{e^2}{h}\,\frac{\kappa}{2\pi d}\,e^{-2\kappa d}.
\]

It can be written as

\[
\frac{G}{A}\simeq\frac{2e^2}{h}\,\frac{e^{-2\kappa d}}{A_c},\qquad A_c=\frac{4\pi d}{\kappa},
\]

which reads as one spin-degenerate channel, with the transmission of normal incidence, per area \(A_c\). This area grows with \(d\) because a thicker barrier admits a narrower range of \(k\). That is the origin of the factor \(1/d\).

In the opposite case \(k_F^2d/\kappa\ll1\), the exponent hardly varies over the Fermi disc. Then \(\int_0^{k_F}k\,dk=k_F^2/2\) gives \(G/A\simeq(2e^2/h)(k_F^2/4\pi)e^{-2\kappa d}\). The factor \(1/d\) is gone, and the density of electrons limits the number of channels. For \(\kappa d\gg1\) this case means \(k_F\ll\kappa\), where setting the prefactor to one is a poor approximation for abrupt edges: the factor \(g(k)\) of part 7, averaged over the Fermi disc, is then about \(8k_F^2/\kappa^2\ll1\).

## 5. The cone

The integrand of part 3 is the distribution of the current over \(\mathbf k\). Expanding the square root,

\[
2d(q-\kappa)=\frac{k^2d}{\kappa}-\frac{k^4d}{4\kappa^3}+\dots
\]

At the typical value \(k^2=\kappa/d\) the first term is 1 and the second is \(1/(4\kappa d)\). For \(\kappa d\gg1\) the current per \(d^2k\) is therefore proportional to \(e^{-k^2d/\kappa}\).

Inside the barrier the wave decays and has no direction of travel along \(z\), so the angle has to be defined in a metal. There an electron at the Fermi level moves at an angle \(\theta\) to the normal with \(k=k_F\sin\theta\). With azimuth \(\varphi\),

\[
d^2k=k\,dk\,d\varphi=k_F^2\sin\theta\cos\theta\,d\theta\,d\varphi=k_F^2\cos\theta\,d\Omega,
\]

and the current per solid angle is

\[
\frac{dJ}{d\Omega}\propto\cos\theta\;\exp\!\left(-\frac{\sin^2\theta}{\sin^2\theta_0}\right),
\qquad \sin\theta_0=\frac{1}{k_F}\sqrt{\frac{\kappa}{d}}.
\]

The cone is narrow if \(k_F^2d/\kappa\gg1\), and its width shrinks as \(d^{-1/2}\). It depends on \(k_F\), whereas Simmons' conductance does not: the barrier selects \(k\), and the metal translates \(k\) into an angle.

In the Gaussian approximation the share of the current with parallel wavevector below \(k\) is

\[
\frac{\int_0^{k}k'e^{-k'^2d/\kappa}dk'}{\int_0^\infty k'e^{-k'^2d/\kappa}dk'}=1-e^{-k^2d/\kappa}.
\]

A share \(1-1/e\approx0.63\) lies inside \(\theta_0\), and half of the current lies inside \(\sin^2\theta=\ln2\,\sin^2\theta_0\).

**Without the Gaussian approximation.** The share inside \(\theta\) follows from the antiderivative of part 4:

\[
F(\theta)=\frac{P(\kappa)-P(q)}{P(\kappa)-P(q_F)},\qquad q=\sqrt{\kappa^2+k_F^2\sin^2\theta}.
\]

The mean of \(k^2=q^2-\kappa^2\), with the edge at \(k_F\) ignored, needs the integrals of \(q\,e^{-2dq}\) and \(q^3e^{-2dq}\) from \(\kappa\) to infinity. Put \(t=2dq\) and \(x=2\kappa d\). Repeated use of \(\int_x^\infty t^ne^{-t}dt=x^ne^{-x}+n\int_x^\infty t^{n-1}e^{-t}dt\) gives

\[
\int_x^\infty t\,e^{-t}dt=(x+1)e^{-x},\qquad
\int_x^\infty t^3e^{-t}dt=(x^3+3x^2+6x+6)e^{-x}.
\]

Therefore

\[
\langle k^2\rangle=\frac{1}{4d^2}\left[\frac{x^3+3x^2+6x+6}{x+1}-x^2\right]
=\frac{1}{4d^2}\,\frac{2x^2+6x+6}{x+1}.
\]

Since \(1/4d^2=\kappa/(2dx)\),

\[
\langle k^2\rangle=\frac{\kappa}{d}\,\frac{x^2+3x+3}{x(x+1)}=\frac{\kappa}{d}\left[1+\frac{1}{\kappa d}+\dots\right].
\]

The distribution is wider than the Gaussian because \(q\) lies below \(\kappa+k^2/2\kappa\), so that oblique electrons are damped less than the parabola suggests.

## 6. How low the bias must be

Place the two Fermi levels at \(\pm eV/2\) and let \(\varepsilon\) be the electron energy measured from their mean. The barrier is now tilted. At the position \(z=sd\) its height above the electron, for \(k=0\), is \(\phi(1+\eta)\) with

\[
\eta=\frac{eV(\tfrac12-s)-\varepsilon}{\phi}.
\]

Use \(\sqrt{1+\eta}\approx1+\eta/2-\eta^2/8\) and average over \(s\) from 0 to 1. The mean of \(\tfrac12-s\) is zero and the mean of its square is \(1/12\), so

\[
-2S=-2\kappa d+\frac{\kappa d\,\varepsilon}{\phi}+\frac{\kappa d}{4\phi^2}\left[\varepsilon^2+\frac{(eV)^2}{12}\right].
\]

With the edge of the Fermi disc ignored, the integral over \(\mathbf k\) adds a prefactor proportional to the decay constant, which varies as \(1-\varepsilon/2\phi\). Now expand the exponential and average over the window \(-eV/2<\varepsilon<eV/2\), where \(\langle\varepsilon\rangle=0\) and \(\langle\varepsilon^2\rangle=(eV)^2/12\). The contributions of second order in \(V\) are:

- the square of the linear term: \(\tfrac12(\kappa d/\phi)^2\langle\varepsilon^2\rangle=(\kappa d\,eV)^2/24\phi^2\);
- the last term of the exponent: \(+\kappa d\,(eV)^2/24\phi^2\);
- the prefactor times the linear term: \(-\kappa d\langle\varepsilon^2\rangle/2\phi^2=-\kappa d\,(eV)^2/24\phi^2\).

The last two cancel. What is left out is of order \((eV/\phi)^2\) without a factor \(\kappa d\), and

\[
\frac{J}{(G/A)V}\simeq1+\frac{(\kappa d\,eV)^2}{24\phi^2}.
\]

The bias is low when \(eV\ll2\phi/(\kappa d)\). For a thick barrier this is stricter than \(eV\ll\phi\), because the exponent multiplies a small relative change of the barrier height by \(\kappa d\).

## 7. What the bare exponential leaves out

For a barrier with abrupt edges the transmission can be found by matching waves. Let \(k_z=\sqrt{k_F^2-k^2}\), and normalize the transmitted wave so that \(\psi(d)=1\) and \(\psi'(d)=ik_z\). Inside the barrier \(\psi''=q^2\psi\), so

\[
\psi(z)=\cosh q(z-d)+\frac{ik_z}{q}\sinh q(z-d).
\]

At \(z=0\) this gives

\[
\psi(0)=\cosh qd-\frac{ik_z}{q}\sinh qd,\qquad
\psi'(0)=-q\sinh qd+ik_z\cosh qd.
\]

On the left \(\psi=\alpha e^{ik_zz}+\beta e^{-ik_zz}\), so the incident amplitude is

\[
\alpha=\frac12\left[\psi(0)+\frac{\psi'(0)}{ik_z}\right]
=\cosh qd+\frac i2\left(\frac{q}{k_z}-\frac{k_z}{q}\right)\sinh qd.
\]

For \(qd\gg1\) both hyperbolic functions become \(e^{qd}/2\), and

\[
|\alpha|^2\simeq\frac{e^{2qd}}{4}\left[1+\frac{(q^2-k_z^2)^2}{4k_z^2q^2}\right]
=\frac{e^{2qd}}{4}\,\frac{(q^2+k_z^2)^2}{4k_z^2q^2}.
\]

Since \(q^2+k_z^2=\kappa^2+k_F^2\) for every \(k\), the transmission \(T=1/|\alpha|^2\) is

\[
T\simeq g(k)\,e^{-2qd},\qquad g(k)=\frac{16\,k_z^2q^2}{(k_F^2+\kappa^2)^2}.
\]

At normal incidence

\[
g_0=\frac{16k_F^2\kappa^2}{(k_F^2+\kappa^2)^2}\le4,
\]

with equality at \(k_F=\kappa\). A strong mismatch of \(k_F\) and \(\kappa\) makes \(g_0\) small. The dependence on \(k\) is

\[
\frac{g(k)}{g_0}=\left(1-\frac{k^2}{k_F^2}\right)\left(1+\frac{k^2}{\kappa^2}\right).
\]

To first order its average is \(1+\langle k^2\rangle(1/\kappa^2-1/k_F^2)\), with \(\langle k^2\rangle\approx\kappa/d\). Multiplied by the factor \(1+1/(2\kappa d)\) of part 4, this yields

\[
\left(\frac GA\right)_{\rm sharp}\simeq g_0\,\frac{e^2}{h}\frac{\kappa}{2\pi d}e^{-2\kappa d}\left[1+\frac{1}{\kappa d}\left(\frac32-\frac{\kappa^2}{k_F^2}\right)\right].
\]

Sharp edges thus leave the exponent and the leading factor \(1/d\) as they were and change the absolute size.

WKB assumes a potential that varies slowly on the scales \(1/\kappa\) and \(1/k_F\). Numerical solution of the Schrödinger equation at normal incidence with \(k_F=\kappa\) shows the change. Let each edge have the shape \(1/(1+e^{-z/a})\), which rises from 10% to 90% over \(4.4a\), and let \(S\) be the action of the rounded barrier. Then \(T/e^{-2S}\) is 3.86 for \(a=0.01/\kappa\) on a barrier \(12/\kappa\) wide, and 1.06 for \(a=3/\kappa\) on a barrier \(50/\kappa\) wide. In a gap with \(\kappa d=6\) between the midpoints of the edges, \(a=0.3/\kappa\) and \(0.5/\kappa\) give 1.8 and 1.4. The rounding also lowers \(S\) from 6 to 5.5 and 5.1, which raises \(e^{-2S}\) about threefold and sixfold. For the parameters of part 8, these two edge widths raise \(G/A\) to about 7 and 16 times Simmons' value.

The image force, left out of the model, lowers a vacuum barrier further. At mid-gap between two ideal metal planes the lowering is \(e^2\ln2/(4\pi\epsilon_0d)\), or 0.069 hartree for \(d=10\) bohr, which is more than a third of the barrier height in part 8. In the classical image potential, with the image planes at the edges of that flat barrier, \(e^{-2S}\) rises about 500 times. Simmons' formula with the bare \(\phi\) and \(d\) therefore does not predict the size of \(G/A\) for a real vacuum gap this narrow.

A curved STM tip breaks the translational symmetry, and \(\mathbf k\) is then no longer conserved. The results above require planar electrodes, in addition to the approximations already named.

## 8. Worked example

Take round model parameters in Hartree atomic units: \(\phi=0.18\) hartree, \(E_F=0.32\) hartree and \(d=10\) bohr. Then \(\kappa=\sqrt{0.36}=0.6\) and \(k_F=\sqrt{0.64}=0.8\) per bohr. The two large parameters are \(\kappa d=6\) and \(k_F^2d/\kappa=10.7\).

**Conductance.** In these units \(e^2/h=1/2\pi\), and Simmons' formula gives

\[
\frac GA=\frac{1}{2\pi}\cdot\frac{0.6}{2\pi\cdot10}\cdot6.144\times10^{-6}=9.34\times10^{-9}\ \text{a.u.},
\]

or 0.81 nS/nm². The factor \(1+1/12=1.083\) raises this to \(1.012\times10^{-8}\) a.u., and the edge of the Fermi disc removes a fraction \(5\times10^{-4}\) of it, which leaves \(1.011\times10^{-8}\) a.u. A direct sum over a thin Fermi shell in three dimensions gives the same \(1.011\times10^{-8}\) a.u. The area per channel is \(A_c=4\pi\cdot10/0.6=209\) bohr².

**Cone.** Here \(\sin\theta_0=\sqrt{0.06}/0.8=0.306\), so \(\theta_0=17.8^\circ\). The full WKB distribution has 59% of the current inside this angle, against 63% for the Gaussian. Half of the current lies within \(15.6^\circ\), against \(14.8^\circ\). With \(x=12\),

\[
\langle k^2\rangle=0.06\cdot\frac{144+36+3}{12\cdot13}=0.0704\ \text{bohr}^{-2},
\]

which is 17% above the Gaussian value \(\kappa/d=0.06\) bohr\(^{-2}\).

**Bias.** The scale \(2\phi/(\kappa d)\) is 0.06 hartree, or 1.6 eV. At \(eV=0.01\) hartree the quadratic law predicts an excess current of \((6\cdot0.01)^2/(24\cdot0.18^2)=0.0046\) relative to the linear one. Numerical integration through the tilted barrier, also with the edge of the Fermi disc ignored, agrees to about 1% of this excess.

**Edges.** For the sharp rectangular barrier \(g_0=16\cdot0.64\cdot0.36=3.69\), because \(k_F^2+\kappa^2=1\). The first-order formula gives \(3.686\,[1+(1.5-0.5625)/6]=4.26\) times Simmons' value. Wave matching for all \(k\) gives 4.15 times, or \(3.88\times10^{-8}\) a.u. The first-order value is too high by about 3% of 4.15. The missing terms follow from integrating \(q\,g\,e^{-2qd}\) from \(\kappa\) to infinity with the recursion of part 5. With \(r=\kappa^2/k_F^2\), the square bracket of part 7 becomes \(1+(3-2r)/x+(6-14r)/x^2+(6-54r)/x^3-120r/x^4-120r/x^5\). For \(x=12\) and \(r=0.5625\) the second- and third-order terms are \(-0.013\) and \(-0.014\), and the sum is 1.126, which gives 4.15. In this example the treatment of the edges matters far more than the 8% correction to the WKB integral.

## Computed results

```
barrier height phi: 0.18 hartree
Fermi energy: 0.32 hartree
barrier width d: 10.0 bohr
kappa: 0.600 1/bohr
k_F: 0.800 1/bohr
kappa d: 6.000 (no unit)
k_F^2 d/kappa: 10.667 (no unit)
exp(-2 kappa d): 6.1442e-06 (no unit)
G/A, Simmons leading term: 9.3381e-09 a.u.
G/A, Simmons leading term: 0.8117 nS/nm^2
factor 1+1/(2 kappa d): 1.08333 (no unit)
relative edge term at k_F: 5.419e-04 (no unit)
G/A, closed form with edge term: 1.01108e-08 a.u.
G/A, Fermi-shell sum: 1.01108e-08 a.u.
area per channel 4 pi d/kappa: 209.44 bohr^2
sin(theta_0), Gaussian cone: 0.3062 (no unit)
theta_0, Gaussian cone: 17.83 degrees
current share inside theta_0: 0.5897 (no unit)
half-current angle, Gaussian: 14.77 degrees
half-current angle, full WKB: 15.61 degrees
rms sin(theta), full WKB: 0.3308 (no unit)
mean k^2, no edge, closed: 0.070385 1/bohr^2
mean k^2, no edge, quadrature: 0.070385 1/bohr^2
mean k^2, Gaussian kappa/d: 0.060000 1/bohr^2
bias energy scale 2 phi/(kappa d): 0.0600 hartree
same scale: 1.633 eV
test bias energy eV: 0.010 hartree
J/(G V)-1, tilted barrier: 0.00459 (no unit)
J/(G V)-1, quadratic law: 0.00463 (no unit)
sharp-edge factor g0: 3.6864 (no unit)
G/A, sharp rectangular barrier: 3.8759e-08 a.u.
sharp barrier over Simmons: 4.151 (no unit)
T/exp(-2S), edge width 0.01/kappa: 3.862 (no unit)
T/exp(-2S), edge width 3/kappa: 1.057 (no unit)
```
